# The frequency-dependent Breit operator in Coulomb gauge

In a heavy ion, a 1s and a 2p electron can exchange orbitals. One electron gains the energy that the other loses. In Coulomb gauge, part of this exchange comes from the instantaneous Coulomb repulsion and part from a transverse photon. While the photon travels, the phase of the transition current advances by roughly the energy transfer times the travel time. The Breit interaction neglects this phase. The operator derived here keeps it, for one transverse photon.

## Result and scope

Atomic units with Gaussian fields are used: $\hbar=m=e=1$ and $c\simeq137$. Let $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, $\mathbf n=\mathbf r/r$. The electrons go from positive-energy Dirac orbitals $(a,b)$ to $(c,d)$, electron 1 from $a$ to $c$, with energy conserved:
$$D=e_a-e_c=e_d-e_b,\qquad w=|D|/c .$$
The level-shift part of the exchange is the matrix element of
$$V(w)=-\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2\frac{\cos wr}{r}+(\boldsymbol\alpha_1\!\cdot\!\nabla_1)(\boldsymbol\alpha_2\!\cdot\!\nabla_2)\left[\frac{\cos wr-1}{w^2r}\right].\tag{1}$$

- The gradients act on the bracket only, not on the orbitals to the right.
- $w$ belongs to each matrix element. It is not one constant of the atom.
- If $e_a-e_c\neq e_d-e_b$, equation (1) does not say which frequency to use; a further prescription is needed.

The instantaneous Coulomb repulsion $1/r$ is a separate term.

## Photon coupling and the two time orders

An electron has charge $-1$, so its kinetic term is $c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$ and its coupling is $\boldsymbol\alpha\cdot\mathbf A$. In a volume $\Omega$,
$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}N_k\boldsymbol\epsilon_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \boldsymbol\epsilon_{\mathbf k\lambda}\cdot\mathbf k=0 .$$
The amplitude $N_k$ follows from the field energy. A coherent wave with a mean of one photon is $\mathbf A=2N_k\boldsymbol\epsilon\cos(\mathbf k\cdot\mathbf r-ckt)$. Both $\mathbf E=-\partial_t\mathbf A/c$ and $\mathbf B=\nabla\times\mathbf A$ have amplitude $2N_kk$, so the mean of $E^2+B^2$ is $4N_k^2k^2$. Setting the energy equal to $ck$,
$$\frac{\Omega}{8\pi}4N_k^2k^2=ck\quad\Rightarrow\quad N_k^2=\frac{2\pi c}{\Omega k}.$$

In second order there are two sequences. If electron 1 emits first, the intermediate state holds $c$, $b$ and a photon, and the energy denominator is
$$e_a+e_b-(e_c+e_b+ck)=D-ck .$$
If electron 2 emits first, the state holds $a$, $d$ and a photon, and the denominator is $e_b-e_d-ck=-D-ck$. Each electron has one vertex, which joins two given orbitals, so no sum over electron states arises. The phases of the two sequences are $e^{\mp i\mathbf k\cdot\mathbf r}$. They become equal on replacing $\mathbf k$ by $-\mathbf k$ in one sum. The denominators then add:
$$\frac1{D-ck}-\frac1{D+ck}=\frac{2ck}{D^2-c^2k^2}=-\frac{2k}{c\,(k^2-w^2)} .$$
Multiplication by $N_k^2$ gives $-4\pi/[\Omega(k^2-w^2)]$.

The polarization sum is $\sum_\lambda\epsilon_i\epsilon_j=\delta_{ij}-k_ik_j/k^2$, the projector across $\mathbf k$. With $\Omega^{-1}\sum_{\mathbf k}\to\int d^3k/(2\pi)^3$,
$$V=-4\pi\,\alpha_{1i}\alpha_{2j}\,\mathrm{PV}\!\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2-w^2}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right).\tag{2}$$

The principal value (PV) is a choice of the level-shift part. Outgoing photons require $1/(k^2-w^2-i0)$, which adds $i\pi\delta(k^2-w^2)$ to the principal value. That addition turns $\cos(wr)/r$ below into $e^{iwr}/r$. Its sine part comes from photons with $k=w$, which conserve energy; it belongs to the decay width and is omitted. The two sequences above ignore the exclusion principle. In the exchange integral of one determinant, $c=b$ and $d=a$, so each intermediate state holds two electrons in one orbital. The exchange term then cancels the same intermediate state in the one-electron self-energy, whose sum runs over all orbitals, and its imaginary part removes the blocked decay from the width.

## From wavenumbers to distance

Averaging $e^{i\mathbf k\cdot\mathbf r}$ over angles gives $\sin(kr)/(kr)$. Therefore
$$I(w)\equiv\mathrm{PV}\!\!\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi e^{i\mathbf k\cdot\mathbf r}}{k^2-w^2}
=\frac{2}{\pi r}\mathrm{PV}\!\!\int_0^\infty\!\frac{k\sin kr}{k^2-w^2}dk
=\frac1{\pi r}\,\mathrm{Im}\,\mathrm{PV}\!\!\int_{-\infty}^{\infty}\!\frac{k\,e^{ikr}}{k^2-w^2}dk .$$
Write $k/(k^2-w^2)=\tfrac12[1/(k-w)+1/(k+w)]$. For $r>0$, $\mathrm{PV}\int e^{iqr}dq/q=i\pi$, so the two poles give $i\pi e^{iwr}$ and $i\pi e^{-iwr}$. Half their sum is $i\pi\cos wr$, and
$$I(w)=\frac{\cos wr}{r},\qquad I(0)=\frac1r .$$
The $\delta_{ij}$ part of (2) is thus $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\cos(wr)/r$.

The other part contains
$$\frac1{k^2(k^2-w^2)}=\frac1{w^2}\left[\frac1{k^2-w^2}-\frac1{k^2}\right],$$
whose transform, including the factor $4\pi$, is $[I(w)-I(0)]/w^2=(\cos wr-1)/(w^2r)$. The factor $k_ik_j$ becomes a pair of derivatives. Since $\nabla_1e^{i\mathbf k\cdot\mathbf r}=i\mathbf k\,e^{i\mathbf k\cdot\mathbf r}$ and $\nabla_2e^{i\mathbf k\cdot\mathbf r}=-i\mathbf k\,e^{i\mathbf k\cdot\mathbf r}$,
$$\nabla_{1i}\nabla_{2j}e^{i\mathbf k\cdot\mathbf r}=(i)(-i)k_ik_j\,e^{i\mathbf k\cdot\mathbf r}=k_ik_j\,e^{i\mathbf k\cdot\mathbf r}.$$
The two minus signs in (2) make this part positive, which completes (1).

## Kernel without derivatives

Let $g=u/r$ with $u=(\cos wr-1)/w^2$, and $x=wr$. Then $u'=-\sin(x)/w$ and $u''=-\cos x$, so
$$\frac{g'}r=\frac{u'}{r^2}-\frac{u}{r^3}=\frac1r\left[\frac{1-\cos x}{x^2}-\frac{\sin x}{x}\right],$$
$$g''=\frac{u''}r-\frac{2u'}{r^2}+\frac{2u}{r^3}=\frac1r\left[-\cos x+\frac{2\sin x}{x}-\frac{2(1-\cos x)}{x^2}\right].$$
For a function of distance, $\partial_i\partial_jg=(g'/r)(\delta_{ij}-n_in_j)+g''n_in_j$, and $\nabla_{1i}\nabla_{2j}g=-\partial_i\partial_jg$. Hence $V=\alpha_{1i}\alpha_{2j}V_{ij}$ with
$$V_{ij}=P(\delta_{ij}-n_in_j)+L\,n_in_j,\tag{3}$$
$$P=-\frac1r\left[\cos x-\frac{\sin x}x+\frac{1-\cos x}{x^2}\right],\qquad L=-\frac2r\left[\frac{\sin x}x-\frac{1-\cos x}{x^2}\right].$$

A check on the relative sign is that the kernel must be transverse. Indeed $\partial_iV_{ij}=-\partial_j[\cos(wr)/r+\nabla^2g]=0$, because $\nabla^2g=u''/r=-\cos(wr)/r$. No delta function is lost at the origin: $u(0)=0$, so $g$ is finite there and its second derivatives grow only as $1/r$.

## The Breit limit and its first correction

For small $x$, use $\cos x=1-x^2/2+\dots$, $\sin x/x=1-x^2/6+\dots$ and $(1-\cos x)/x^2=1/2-x^2/24+\dots$. The brackets in $P$ and $L$ become $1/2-3x^2/8$ and $1/2-x^2/8$, so
$$P=-\frac1{2r}+\frac{3w^2r}8+O(w^4r^3),\qquad L=-\frac1r+\frac{w^2r}4+O(w^4r^3).$$
Since $V=P\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(L-P)(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)$,
$$V=-\frac{\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\!\mathbf n)(\boldsymbol\alpha_2\!\cdot\!\mathbf n)}{2r}+\frac{w^2r}{8}\left[3\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2-(\boldsymbol\alpha_1\!\cdot\!\mathbf n)(\boldsymbol\alpha_2\!\cdot\!\mathbf n)\right]+\dots\tag{4}$$
The first term is the Breit operator. In code, the series should replace (3) at small $x$, where the closed forms subtract nearly equal numbers.

The truncated form (4) needs $wr\ll1$. At $w=2$ and $r=1.237$ (atomic units), $wr=2.47$: here the full kernel has $P=0.601$ and $L=0.067$, while (4) gives $1.45$ and $0.43$. The Breit term alone gives $-0.404$ and $-0.808$, so both of its components have the wrong sign.

## An exchange integral in heliumlike tin

Take $Z=50$, a point nucleus, and the single determinant $1s_{1/2}2p_{1/2}$ with both angular-momentum projections $+1/2$, hence $J=1$. The orbitals are unscreened. The first-order energy contains a direct integral minus an exchange integral. In the direct one each electron keeps its orbital, so $w=0$ and the Breit kernel applies. In the exchange integral $K=\langle sp|V|ps\rangle$ the frequency is $w_0=(e_p-e_s)/c$.

**Orbitals.** With $\chi$ the spin-up spinor,
$$\psi_s=\frac1{\sqrt{4\pi}}\binom{f_s\chi}{ig_s\,\boldsymbol\sigma\!\cdot\!\mathbf n\,\chi},\qquad \psi_p=\frac1{\sqrt{4\pi}}\binom{f_p\,\boldsymbol\sigma\!\cdot\!\mathbf n\,\chi}{ig_p\chi}.$$
Using $\boldsymbol\sigma\cdot\mathbf p\,F\chi=-iF'\boldsymbol\sigma\cdot\mathbf n\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,G\boldsymbol\sigma\cdot\mathbf n\chi=-i(G'+2G/r)\chi$, the Dirac equation becomes, with energies counted without the rest energy,
$$c(g_s'+2g_s/r)=(e_s+Z/r)f_s,\quad -cf_s'=(e_s+Z/r+2c^2)g_s,$$
$$cg_p'=(e_p+Z/r)f_p,\quad -c(f_p'+2f_p/r)=(e_p+Z/r+2c^2)g_p .$$
Let $\gamma=\sqrt{1-Z^2/c^2}$. Up to normalization, $f_s=r^{\gamma-1}e^{-Zr}$ and $g_s=Zf_s/[c(1+\gamma)]$, with $e_s=c^2(\gamma-1)$. For 2p, $f_p=r^{\gamma-1}e^{-\lambda r}(1+a_1r)$ and $g_p=r^{\gamma-1}e^{-\lambda r}(b_0+b_1r)$, with
$$e_p=c^2\left[\sqrt{(1+\gamma)/2}-1\right],\quad \lambda=\frac{Z}{\sqrt{2(1+\gamma)}},\quad b_0=-\frac{c(1+\gamma)}Z,$$
$$b_1=-\frac{e_pa_1}{c\lambda},\qquad a_1=-\frac{e_p+c\lambda b_0}{\gamma e_p/\lambda+Z}.$$
These follow from equating powers of $r$ in the two 2p equations. The power $r^{\gamma-2}$ gives $c(\gamma-1)b_0=Z$ and $-c(\gamma+1)=Zb_0$, which fix $\gamma$ and $b_0$. The power $r^{\gamma}$ gives $-c\lambda b_1=e_pa_1$ and $c\lambda a_1=(e_p+2c^2)b_1$, hence $b_1$ and $c^2\lambda^2=-e_p(e_p+2c^2)$. The power $r^{\gamma-1}$ gives $c(\gamma b_1-\lambda b_0)=e_p+Za_1$, which fixes $a_1$, and $c\lambda-c(\gamma+2)a_1=(e_p+2c^2)b_0+Zb_1$, which fixes $e_p$. The numerical check tests all four radial equations.

**Transition current.** From $(\boldsymbol\sigma\cdot\mathbf n)\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n)=2\mathbf n(\boldsymbol\sigma\cdot\mathbf n)-\boldsymbol\sigma$,
$$\psi_p^\dagger\boldsymbol\alpha\psi_s=\frac{i}{4\pi}\mathbf T,\qquad \mathbf T=a\,\mathbf z+b\,(3\mathbf n\,n_z-\mathbf z),$$
$$a=-\tfrac13f_pg_s-f_sg_p,\qquad b=\tfrac23f_pg_s ,$$
where $\mathbf z=\chi^\dagger\boldsymbol\sigma\chi$ is the unit vector along the spin. The reverse current has $-i$, and $(i)(-i)=1$ in $K$.

**Momentum space.** The transform of the current multiplies $a$ by $j_0(kr)$ and $b$ by $-j_2(kr)$. Projection across $\mathbf k$ removes the term $3\hat{\mathbf k}\hat k_z$ and leaves $t(k)\,\mathbf z_\perp$, with
$$t(k)=\int_0^\infty r^2\left[j_0(kr)a+j_2(kr)b\right]dr .$$
The angular mean of $z_\perp^2$ is $2/3$. From (2), the prefactor is $4\pi\cdot4\pi/(2\pi)^3\cdot2/3=4/(3\pi)$:
$$K(w)=-\frac4{3\pi}\,\mathrm{PV}\!\!\int_0^\infty\frac{k^2t(k)^2}{k^2-w^2}\,dk .\tag{5}$$
For quadrature up to $k_m$, subtract the value of $k^2t^2$ at $k=w$ from the numerator and add it back times $\ln[(k_m-w)/(k_m+w)]/(2w)$.

**Position space.** Write $\cos(wr)/r=\sum_l(2l+1)G_l(w)P_l$, where $P_l$ is the Legendre polynomial of the angle between $\mathbf r_1$ and $\mathbf r_2$. The addition theorem gives $G_l(w)=-w\,j_l(wr_<)\,y_l(wr_>)$ and $G_l(0)=r_<^l/[(2l+1)r_>^{l+1}]$. Let $\langle u|G|u\rangle$ denote $\iint r_1^2r_2^2\,u(r_1)G\,u(r_2)\,dr_1dr_2$. The mean square of $3\mathbf n n_z-\mathbf z$ is $3\cdot\tfrac13+1=2$, so the first term of (1) gives
$$K_1=-\langle a|G_0|a\rangle-2\langle b|G_2|b\rangle .$$
In the second term, two integrations by parts move the gradients to the currents, and their minus signs cancel. The Dirac equation gives $\nabla\cdot(\psi_p^\dagger\boldsymbol\alpha\psi_s)=(i/c)(e_s-e_p)\psi_p^\dagger\psi_s$, hence $\nabla\cdot\mathbf T=-w_0\rho\,n_z$ with $\rho=f_sf_p+g_sg_p$. The mean of $n_z^2$ is $1/3$, and
$$K_2=\frac{w_0^2}3\left\langle\rho\left|\frac{G_1(w)-G_1(0)}{w^2}\right|\rho\right\rangle .$$
For the Breit kernel the bracket in (1) becomes $-r/2$, and the quotient becomes $-[r_<^3/(5r_>^2)-r_<]/6$. The factor $w_0^2$ stays: the limit is taken in the kernel, while the currents keep their true divergence.

**Numbers.** The orbital energies are $-1294.626$ and $-326.495$ hartree. Their difference is 968.131 hartree, so $w_0=968.131/137.036=7.065$ bohr$^{-1}$. On the 1s length scale $1/Z$ this is $w_0/Z=0.141$. The contribution to the energy is $-K$, in hartree:

| Kernel | $-K_1$ | $-K_2$ | $-K$ |
|---|---|---|---|
| Breit | 0.14249 | −0.02131 | 0.12117 |
| Full | 0.14033 | −0.01944 | 0.12089 |

Equation (5) reproduces both totals to all seven decimals that the program prints. In electronvolts they are 3.297 and 3.290. The frequency dependence changes this contribution by $-2.82\times10^{-4}$ hartree, or $-0.0077$ eV, which is $-0.23\%$ of its Breit value.

The change is a small remainder: $-K_1$ falls by $2.16\times10^{-3}$ hartree while $-K_2$ rises by $1.87\times10^{-3}$. The correction in (4) alone would give $-2.06\times10^{-4}$ hartree, too small in magnitude by 27% of the full shift, although $w_0/Z$ is small. Reducing the kernel frequency shows why. Divided by the square of the frequency fraction, the shifts at $w_0$, $w_0/2$ and $w_0/4$ are $-2.82$, $-2.25$ and $-2.10$, in units of $10^{-4}$ hartree. Their distances from the quadratic value $-2.06$ are 0.77, 0.19 and 0.05, falling about fourfold at each halving. The missing part is therefore mainly the $w^4$ term. Most of it arises in $K_2$. Its size is only about 4% of the change in either term, but it is a large fraction of the difference that survives. If the frequency shift itself is wanted, the full kernel is the safer choice here; the quadratic expansion misses about 0.002 eV.

These figures describe one exchange integral in a model. Screening, nuclear size and mixing with $1s2p_{3/2}$ are absent, so they are not a prediction of the level energy.

## Computed results

```
TWO TIME ORDERS, two-level systems and one mode (model energy unit)
level gap 0.5, mode energy 1.0, coupling 0.003
transfer element, diagonalization: -2.399923e-05
transfer element, formula:         -2.400000e-05
transfer element, gap neglected:   -1.800000e-05
KERNEL AT ONE POINT (atomic units)
w = 2.0 1/bohr, r = 1.236932 bohr, w r = 2.473863
across r: closed form 0.601346, mode integral 0.601346
along r:  closed form 0.066949, mode integral 0.066949
Breit values: across -0.404226, along -0.808452
HELIUMLIKE TIN, 1s 2p1/2, J = 1, unscreened Dirac orbitals
Z = 50, c = 137.035999 a.u., gamma = 0.931059
1s energy without rest energy:    -1294.6261 hartree
2p1/2 energy without rest energy: -326.4948 hartree
energy transfer: 968.1313 hartree
w = 7.064796 1/bohr, w/Z = 0.141296 (w times the length 1/Z)
Exchange contribution -K to the energy (hartree)
Breit kernel: alpha1.alpha2 term 0.1424862
Breit kernel: gradient term      -0.0213131
Breit kernel: sum                0.1211731
Breit kernel: momentum space     0.1211731
full kernel:  alpha1.alpha2 term 0.1403295
full kernel:  gradient term      -0.0194387
full kernel:  sum                0.1208909
full kernel:  momentum space     0.1208909
Breit sum in eV: 3.29729 eV
full sum in eV:  3.28961 eV
Frequency shift, full minus Breit
at w:   -2.8223e-04 hartree = -0.00768 eV
relative to the Breit value: -0.233 percent
at w/2: -5.6250e-05 hartree
at w/4: -1.3151e-05 hartree
ratio of shifts, w to w/2:   5.0174
ratio of shifts, w/2 to w/4: 4.2771
quadratic estimate at w: -2.0554e-04 hartree
```
